# Apparent Width of a Small Sphere Scanned by a Spherical Tip

## Problem

A rigid sphere of radius $r=2$ nm rests on a flat, rigid substrate. A scanning probe moves across it in light contact, along a straight line that passes over the sphere's centre. The end of the probe is a sphere of radius $R=10$ nm, which continues smoothly into a cone of half-angle $\alpha=20^\circ$, measured from the vertical tip axis.

The instrument records the height $z$ of the tip's lowest point above the substrate as a function of $x$, the horizontal distance of the tip axis from the sphere's centre. The apparent base width $w$ is the distance between the two positions at which the recorded height departs from the substrate level and returns to it.

(a) Find the recorded profile $z(x)$.

(b) Find $w$ in terms of $R$ and $r$, evaluate it, and compare it with the true diameter.

(c) Find the point at which the tip touches the sphere at the edge of the image. For which cone angles does the cone have no influence on $w$?

(d) Find $w$ if the cone half-angle is $60^\circ$ instead.

(e) Exchange the radii, so that $R=2$ nm and $r=10$ nm, and let the tip be a hemisphere on a vertical cylindrical shank of radius $R$. What is the base width now?

(f) For the original tip and sphere, find the image width at a height of 0.2 nm and at half the peak height. Then show how the tip radius follows from the measured height and base width.

Neglect deformation, adhesion, long-range forces, feedback error and any motion of the sphere.

## Solution

### (a) The recorded profile

Put the origin on the substrate directly below the sphere's centre, with heights counted upwards. The sphere touches the substrate, so its centre is at height $r$. The tip's lowest point is at height $z$, so the centre of its spherical end is at height $z+R$. Because the scan line passes over the sphere's centre, both centres lie in one vertical plane. Their separation is $x$ horizontally and $z+R-r$ vertically.

Two spheres that touch from outside have their centres a distance $R+r$ apart. Hence

$$
x^2+(z+R-r)^2=(R+r)^2 .
$$

Solving for the vertical separation gives two roots,

$$
z+R-r=\pm\sqrt{(R+r)^2-x^2}.
$$

The tip comes down from above and stops at the first contact, which is the higher of the two positions. The plus sign therefore applies:

$$
z(x)=r-R+\sqrt{(R+r)^2-x^2}.
$$

This is the height at which the sphere would hold the tip. The substrate also stops the tip, at $z=0$, so the recorded height is the larger of $z(x)$ and zero.

At $x=0$ the square root equals $R+r$, and

$$
z(0)=r-R+R+r=2r=4\ \text{nm}.
$$

The peak height is the true diameter, whatever the tip radius. For the given radii, with lengths in nm,

$$
z(x)=-8+\sqrt{144-x^2},
$$

which gives the following values.

| $x$ (nm) | $z$ (nm) |
|---|---|
| 0 | 4.00 |
| 2 | 3.83 |
| 4 | 3.31 |
| 6 | 2.39 |
| 8 | 0.94 |

At $x=2$ nm the tip axis is already level with the side of the real sphere, yet the recorded height has fallen by only 0.17 nm. The contact condition shows why. The image is an arc of a circle of radius $R+r=12$ nm, not 2 nm, and the centre of that circle lies at height $r-R=-8$ nm, below the substrate. The visible part is the cap that the substrate level cuts from this circle.

### (b) The base width

At the edge of the image the tip touches the sphere and the substrate together. Call this position $x_0$. Setting $z=0$ in the profile gives

$$
\sqrt{(R+r)^2-x_0^2}=R-r .
$$

The left side cannot be negative, so a solution requires $R\ge r$. This holds here, and squaring is then permitted:

$$
x_0^2=(R+r)^2-(R-r)^2 .
$$

Expanding the squares,

$$
x_0^2=(R^2+2Rr+r^2)-(R^2-2Rr+r^2)=4Rr ,
$$

so that $x_0=2\sqrt{Rr}$. The image is symmetric about $x=0$, and its full width is

$$
w=2x_0=4\sqrt{Rr}.
$$

With $Rr=20\ \text{nm}^2$, the half-width is $x_0=\sqrt{80}\ \text{nm}=8.94$ nm, and

$$
w=17.9\ \text{nm}\quad(179\ \text{Å}).
$$

The true diameter is 4 nm. The ratio of the two is

$$
\frac{w}{2r}=\frac{4\sqrt{Rr}}{2r}=2\sqrt{\frac{R}{r}}=4.47 .
$$

The image is thus about four and a half times too wide, although its height is right. For a fixed tip the ratio grows as the sphere becomes smaller, because $w$ falls as $\sqrt r$ while the diameter falls as $r$. The excess width, $w-2r=4\sqrt{Rr}-2r$, depends on $r$ as well as on $R$. It is therefore not a constant of the tip that could be found once and subtracted from every image.

One might expect the width to be the sum of the two diameters, $2(R+r)=24$ nm. That would be so if the line joining the centres were horizontal at the image edge. Here the tip's centre is at 10 nm and the sphere's centre at 2 nm, so this line is inclined, and its horizontal extent is shorter than its length of 12 nm. The difference between the two expressions is

$$
2(R+r)-4\sqrt{Rr}=2\left(\sqrt R-\sqrt r\right)^2\ge 0 ,
$$

which vanishes when the radii are equal.

### (c) The contact point and the cone

Let $\theta$ be the angle between the downward vertical and the line from the tip's centre to the sphere's centre. The contact point lies on this line. Its vertical extent is $z+R-r$ and its length is $R+r$, so

$$
\cos\theta=\frac{z+R-r}{R+r}.
$$

The contact point is a distance $R$ from the tip's centre, and its height above the tip's lowest point is $R(1-\cos\theta)$. As $z$ falls, $\cos\theta$ falls and the contact climbs up the tip. It is highest at the image edge, where $z=0$. The tip's lowest point is then on the substrate, so the contact height above the substrate is

$$
h_c=R\left(1-\frac{R-r}{R+r}\right)=R\,\frac{(R+r)-(R-r)}{R+r}=\frac{2Rr}{R+r}.
$$

The contact point lies a horizontal distance $r\sin\theta=r\,x_0/(R+r)=1.49$ nm from the sphere's vertical axis, on the side of the tip. For the given radii, $h_c=40/12\ \text{nm}=3.33$ nm. This is above the sphere's centre at 2 nm and below the tip's centre at 10 nm. The tip touches the sphere's upper half and never reaches its sides. Thus the image holds no information about the shape of the sphere below 3.33 nm, provided that any other shape there stays out of the tip's way.

The calculation in (b) needs a spherical tip surface up to the height $h_c$. A cone of half-angle $\alpha$ has a flank inclined at $\alpha$ to the vertical, and the outward normal of the flank is inclined at $90^\circ-\alpha$ to the downward vertical. A smooth junction requires the sphere and the cone to have the same normal where they meet. The junction is therefore at $\theta=90^\circ-\alpha$, and its height above the tip's lowest point is

$$
R\left[1-\cos(90^\circ-\alpha)\right]=R(1-\sin\alpha).
$$

The contact is on the spherical end if $h_c\le R(1-\sin\alpha)$. Dividing by $R$ and rearranging,

$$
\sin\alpha\le 1-\frac{2r}{R+r}=\frac{R-r}{R+r}.
$$

This condition is sufficient for the whole tip. The tip is convex, so it lies entirely on one side of the plane tangent to it at the contact point. The sphere has the same tangent plane there and lies on the other side. No part of the cone can then penetrate the sphere.

For the given radii the limit is $\sin\alpha=8/12$, or $\alpha=41.8^\circ$. The cone of $20^\circ$ is well within it, and the result of (b) stands. A larger sphere makes a stricter demand, since $(R-r)/(R+r)$ falls as $r$ approaches $R$.

### (d) A blunt cone

A half-angle of $60^\circ$ exceeds the limit, so the flank meets the sphere before the tip reaches the position found in (b). Consider the tip on the right of the sphere, with $x>0$. The outward unit normal of its left flank, written as horizontal and vertical components, is

$$
\mathbf n=(-\cos\alpha,\,-\sin\alpha).
$$

The flank is tangent to the spherical end, so it lies a distance $R$ from the tip's centre along $\mathbf n$. If it touches the sphere, the sphere's centre lies a further distance $r$ along $\mathbf n$. The vector from the tip's centre to the sphere's centre is $(-x,\,r-z-R)$, and its component along $\mathbf n$ must equal $R+r$:

$$
x\cos\alpha+(z+R-r)\sin\alpha=R+r .
$$

This relation between $x$ and $z$ is linear, with slope $dz/dx=-\cot\alpha$. The lower part of the image is a straight line with the inclination of the tip's flank: there the sphere images the tip. At the image edge $z=0$, and the full width is twice the resulting $x$:

$$
w=\frac{2\left[(R+r)-(R-r)\sin\alpha\right]}{\cos\alpha}.
$$

With $\sin60^\circ=\sqrt3/2$ and $\cos60^\circ=1/2$,

$$
w=4\left(12-4\sqrt3\right)\text{nm}=20.3\ \text{nm}.
$$

The blunt cone adds 2.4 nm to the width found in (b).

The two results for $w$ must agree at the limiting angle $\alpha_0$, where $R-r=(R+r)\sin\alpha_0$. Inserting this gives

$$
w=\frac{2(R+r)(1-\sin^2\alpha_0)}{\cos\alpha_0}=2(R+r)\cos\alpha_0 .
$$

Since $(R+r)\cos\alpha_0=\sqrt{(R+r)^2-(R-r)^2}=2\sqrt{Rr}$, this is again $4\sqrt{Rr}$. Differentiating the flank formula by the quotient rule and using $\cos^2\alpha+\sin^2\alpha=1$, one finds

$$
\frac{dw}{d\alpha}=\frac{2\left[(R+r)\sin\alpha-(R-r)\right]}{\cos^2\alpha}.
$$

The derivative is zero at $\alpha_0$ and positive above it. The width therefore rises slowly at first: at $5^\circ$ above the limit it is 18.0 nm, only 0.1 nm more than with a slender cone.

### (e) A sphere larger than the tip

With $R=2$ nm and $r=10$ nm, the product $Rr$ is unchanged, and $4\sqrt{Rr}$ would again give 17.9 nm. However, the equation for $x_0$ in (b) now asks a square root to equal $R-r=-8$ nm, which is impossible. Squaring would hide this and produce a false solution, which belongs to the lower root rejected in (a).

The profile itself shows what happens. For $|x|<R+r$ the upper root has $\cos\theta>0$, so the contact is on the hemisphere, and the tangent-plane argument of (c) again excludes any overlap with the shank. The recorded height is

$$
z(x)=r-R+\sqrt{(R+r)^2-x^2}>r-R .
$$

The tip thus remains more than 8 nm above the substrate throughout this range. It cannot reach the substrate there, because the shank would then have to pass through the widest part of the sphere. Once $|x|$ reaches $R+r$, the shank just clears the sphere's side and the tip can descend to the substrate. The base width is

$$
w=2(R+r)=24\ \text{nm},
$$

and the image ends in a vertical step of height $r-R=8$ nm.

For a cylindrical shank the two regimes join at $R=r$, where both expressions give $4r$, twice the true diameter. For a very sharp tip, $R\to0$, the width $2(R+r)$ tends to the true diameter $2r$. The expression $4\sqrt{Rr}$ would tend to zero in this limit, which is impossible, because the image cannot be narrower than the sphere itself. The limit $2r$ belongs to the vertical shank. With a cone, the flank formula of (d) applies whenever $R<r$, and for $R\to0$ it gives $w=2r(1+\sin\alpha)/\cos\alpha$, which is 5.7 nm for $r=2$ nm and $\alpha=20^\circ$. A sharp apex alone does not give the true width.

### (f) Widths at finite height, and the tip radius

Noise and substrate roughness can prevent an image from being read at exactly zero height. Let $w(t)$ be the width at height $t$, with $0\le t\le 2r$. For the original radii, setting $z=t$ in the contact condition gives

$$
w(t)=2\sqrt{(R+r)^2-(R-r+t)^2}.
$$

Expanding the squares as in (b),

$$
w(t)=2\sqrt{4Rr-2(R-r)t-t^2}.
$$

For $t=0.2$ nm the terms under the root are, in nm²,

$$
80-2(8)(0.2)-(0.2)^2=80-3.2-0.04=76.76 ,
$$

and $w(t)=17.5$ nm. The width is about 2 % smaller than at the base. The slope of the image shows the size of this loss. Differentiating the profile gives $dz/dx=-x/\sqrt{(R+r)^2-x^2}$, which is $-8.94/8=-1.12$ at the right-hand edge. A rise of 0.2 nm therefore moves each edge inwards by only about $0.2/1.12\ \text{nm}=0.18$ nm.

The peak height is $2r$, so half of it is $t=r$, and

$$
w(r)=2\sqrt{(R+r)^2-R^2}=2\sqrt{r^2+2Rr}=2\sqrt{44}\ \text{nm}=13.3\ \text{nm}.
$$

Even at half height the image is more than three times as wide as the sphere. A quoted width therefore needs a statement of the height at which it was read.

The same geometry can be used in reverse. Let $H$ be the measured peak height. For a rigid sphere $H=2r$, so $r=H/2$. Squaring the result of (b),

$$
w^2=16Rr=8RH,\qquad R=\frac{w^2}{8H}.
$$

With $w^2=16(20)\ \text{nm}^2=320\ \text{nm}^2$ and $H=4$ nm, this returns $R=320/32\ \text{nm}=10$ nm, as it must. A small sphere of known shape can thus serve as a gauge of the tip, provided that $r<R$, that the cone condition of (c) holds, and that the end of the tip is indeed spherical up to the contact height $h_c$.

The width enters as a square, so a small relative error in $w$ produces twice that relative error in $R$. Suppose the width at 0.2 nm were taken for the base width. Then $w^2$ would be $4(76.76)\ \text{nm}^2=307\ \text{nm}^2$, and the inferred radius would be 9.6 nm, about 4 % below the true 10 nm. An error in height acts in the opposite direction: if the top of the sphere is flattened under load, above the contact height $h_c$, then $H$ is too small while $w$ is unchanged, and the inferred $R$ is too large. Peak height and base width alone cannot separate such a deformation from a blunter tip, because the rigid model has two unknowns, $R$ and $r$, and both quantities are used up in finding them. The rest of the profile offers only a partial check. For a rigid sphere it must follow the circular arc found in (a), so a clear departure from the arc shows that the model fails. Agreement does not prove that the sphere is undeformed: if it is flattened only where it rests on the substrate, the surface that the tip touches is still spherical, and the image is still a circular arc. If the sphere's centre sinks by $\delta$ in this way, then $H=2r-\delta$ and, from $w(t)$ with $t=\delta$, $w^2=4(2r-\delta)(2R+\delta)$. The inferred radii are $R+\delta/2$ and $r-\delta/2$; their sum is still $R+r$, so the rigid model reproduces the arc exactly.
